# Heat of formation in the common rectangular d-band model

## The problem

Two transition metals A and B, with $N_A$ and $N_B$ d electrons per atom, form an equiatomic alloy AB. Each pure metal has a d band of width $W$ with a rectangular density of states. The band holds 10 states per atom, spin included, so its height is $10/W$. In the alloy the d levels lie at $E_A$ and $E_B$, and the whole alloy has one common rectangular band of width $W_{AB}$. Define

$$\Delta E=E_B-E_A,\quad \Delta N=N_B-N_A,\quad \bar N=\tfrac12(N_A+N_B),\quad x=\bar N(10-\bar N).$$

The quantity written $\Delta E_d$ in the usual statement of the model is $\Delta E$ here.

(a) Show that $W_{AB}^2=W^2+3\,\Delta E^2$.

(b) Derive the heat of formation per atom, $\Delta H$, as a function of $\bar N$.

(c) Find the fillings for which $\Delta H<0$, so that the alloy is more stable than the separate metals.

(d) Evaluate $\Delta H$ for $W=10$ eV and the pairs $(N_A,N_B)=(4,7)$ and $(7,9)$.

The assumptions are these. Hopping between neighbours is the same for AA, AB and BB pairs. The alloy and both metals share one lattice and one volume, so the repulsion between atoms is taken as unchanged. The sp electrons and magnetism are left out. Each atom stays neutral, keeping its $N_A$ or $N_B$ electrons, and $\Delta E$ takes whatever value ensures this. This last assumption is needed: the width law alone does not fix the sign of $\Delta H$.

With neutral atoms, the energies internal to each atom are taken to cancel between alloy and metals. What remains is the change in bond energy, which is the band energy minus the energy of the same electrons sitting in their atomic levels. Energies are in eV per atom.

## A first estimate by scaling

For a rectangle centred at zero and filled with $n$ electrons, the Fermi energy is $E_F=-W/2+nW/10$. The band energy is

$$\int_{-W/2}^{E_F}\frac{10}{W}\,e\,de=\frac5W\left(E_F^2-\frac{W^2}{4}\right)=5W\left[\left(\frac n{10}-\frac12\right)^2-\frac14\right]=-\frac{W}{20}\,n(10-n). \tag{1}$$

Three effects contribute to $\Delta H$.

*Filling.* The function $n(10-n)$ is concave, so an alloy at the mean filling binds more strongly than the two metals do on average. The mean of $N_i(10-N_i)$ over A and B is

$$10\bar N-\left(\bar N^2+\tfrac14\Delta N^2\right)=x-\tfrac14\Delta N^2, \tag{2}$$

so the gain is $-W\Delta N^2/80$.

*Level mismatch.* Suppose that the local band of each atom simply moved with its level. At a common Fermi energy, with $10/W$ states per unit energy, $\Delta N\approx-10\,\Delta E/W$, or $\Delta E\approx-W\Delta N/10$. The atom with more electrons has the deeper level. Its electrons gain less by bonding, because they were already low in energy. The cost is of order $|\Delta N\,\Delta E|$; the factor $1/4$, derived below, makes it $+W\Delta N^2/40$.

*Widening.* The width cannot depend on the sign of $\Delta E$, so $W_{AB}-W\approx c\,\Delta E^2/W$ with $c$ of order one. By (1) the gain is $-(x/20)\,c\,\Delta E^2/W=-c\,x\,W\Delta N^2/2000$.

Together,

$$\Delta H\approx W\Delta N^2\left[\frac1{80}-\frac{c\,x}{2000}\right].$$

The heat scales as $W\Delta N^2$, and the filling at which it changes sign does not depend on $W$. The estimate puts that change at $x=25/c$. With $c=1$ this is $x=25$, the largest value $x$ can take, reached at half filling. Scaling thus gives the form of the answer but cannot say whether a region of negative heat exists. That depends on the coefficients.

## Exact solution of the model

### The width

Write the alloy Hamiltonian as $H=D+T$, where $D$ holds the atomic levels and $T$ the hopping. Since $T$ has no on-site elements, the mean of the spectrum is the mean level $\bar E=\tfrac12(E_A+E_B)$. The variance of the spectrum is the average over states of the diagonal elements of

$$(D-\bar E+T)^2=(D-\bar E)^2+(D-\bar E)T+T(D-\bar E)+T^2 .$$

The cross terms have zero trace, because $D$ is diagonal and $T$ has no diagonal elements. The levels lie at $\bar E\mp\Delta E/2$ in equal numbers, so the first term contributes $\Delta E^2/4$. The last term depends only on the hopping, which is the same in alloy and metal. In the pure metal it is the whole variance, which for a rectangle is

$$\frac1W\int_{-W/2}^{W/2}e^2\,de=\frac{W^2}{12}.$$

The alloy band is also a rectangle, with variance $W_{AB}^2/12$. Therefore

$$\frac{W_{AB}^2}{12}=\frac{W^2}{12}+\frac{\Delta E^2}{4}\quad\Longrightarrow\quad W_{AB}^2=W^2+3\,\Delta E^2. \tag{3}$$

The argument does not use the arrangement of the atoms, so (3) holds for ordered and random equiatomic alloys alike. For small $\Delta E$ it gives $W_{AB}-W\approx3\Delta E^2/(2W)$, so the unknown coefficient is $c=3/2$.

### The heat for a given level difference

By (1), the alloy band energy is $\bar N\bar E-W_{AB}x/20$. The energy of the same electrons in their atomic levels is

$$\tfrac12\left[\left(\bar N-\tfrac{\Delta N}2\right)\left(\bar E-\tfrac{\Delta E}2\right)+\left(\bar N+\tfrac{\Delta N}2\right)\left(\bar E+\tfrac{\Delta E}2\right)\right]=\bar N\bar E+\tfrac14\Delta N\,\Delta E .$$

The difference is the alloy bond energy, $-W_{AB}x/20-\Delta N\Delta E/4$. By (1) and (2) the mean bond energy of the metals is $-(W/20)(x-\Delta N^2/4)$. Subtracting it gives

$$\Delta H=-\frac{(W_{AB}-W)\,x}{20}-\frac{W\Delta N^2}{80}-\frac{\Delta N\,\Delta E}{4}. \tag{4}$$

The terms are widening, filling and mismatch. The last is positive, since $\Delta E$ and $\Delta N$ have opposite signs.

### The neutrality condition

Raise $\Delta E$ at fixed $\bar N$ and $\bar E$. Level A moves by $-\tfrac12$ and level B by $+\tfrac12$ of the change. By the Hellmann–Feynman theorem the band energy per atom changes at the rate

$$\frac{\partial E_{\rm band}}{\partial\Delta E}=\frac12\left(-\frac{N_A}2+\frac{N_B}2\right)=\frac{N_B-N_A}{4}.$$

Here $N_A$ and $N_B$ are the charges actually on the atoms. As a test of this relation, a five-orbital d-band alloy with L1$_0$ order (alternating A and B layers on the fcc lattice) was diagonalized at $\Delta E=-3$ eV and $\bar N=5.5$. On a k mesh of 12 divisions the eigenvectors gave $N_B-N_A=4.47$, and the slope of the band energy gave the same value to three figures. The relation holds on any one mesh, but the charge difference itself is less well converged: finer meshes raise it by about 0.07, to 4.54.

In the rectangular model, (3) gives $\partial W_{AB}/\partial\Delta E=3\Delta E/W_{AB}$, so the slope is $-3x\,\Delta E/(20W_{AB})$. The charges consistent with the model energy therefore obey

$$N_B-N_A=-\frac35\,x\,\frac{\Delta E}{W_{AB}}. \tag{5}$$

Neutrality requires the left side to equal the prescribed $\Delta N$.

The same condition follows from making (4) stationary in $\Delta E$ at fixed $\Delta N$:

$$\frac{\partial\Delta H}{\partial\Delta E}=-\frac{3x\,\Delta E}{20W_{AB}}-\frac{\Delta N}4=0 .$$

The second derivative is $-3xW^2/(20W_{AB}^3)<0$, so the neutral heat is the maximum of (4) over $\Delta E$. Any other level difference inserted in (4) gives a lower value.

### The heat against mean filling

Let $s=5\Delta N/(3x)$. Then (5) reads $\Delta E=-sW_{AB}$, and (3) becomes

$$W_{AB}^2(1-3s^2)=W^2\quad\Longrightarrow\quad W_{AB}=\frac{W}{\sqrt{1-3s^2}} .$$

A neutral solution requires $3s^2<1$, or $|\Delta N|<\sqrt3\,x/5$. Beyond this limit even an arbitrarily large $\Delta E$ cannot hold the charges apart within a common rectangular band. The rectangle fails earlier than that. At fixed $\Delta E$, (5) gives the charge on the atom with the higher level a slope $1-3|\Delta E|/W_{AB}$ against $\bar N$ at the bottom of the band. This slope is a share of the density of states and cannot be negative, so the model is consistent only for $|s|\le1/3$, or $|\Delta N|\le x/5$, which is at most 5. The pairs treated below have $s\approx0.2$ and lie inside this range.

Since $\Delta N=3xs/5$, the mismatch term is $s\,\Delta N\,W_{AB}/4=3xs^2W_{AB}/20$. Combined with $-W_{AB}x/20$ it gives

$$-\frac{x}{20}W_{AB}(1-3s^2)=-\frac{xW}{20}\sqrt{1-3s^2}.$$

With $3s^2=25\Delta N^2/(3x^2)$, (4) becomes

$$\boxed{\;\Delta H=\frac{Wx}{20}\left[1-\sqrt{1-\frac{25\,\Delta N^2}{3x^2}}\,\right]-\frac{W\Delta N^2}{80}\;} \tag{6}$$

For small $\Delta N$, use $1-\sqrt{1-u}\approx u/2$:

$$\Delta H\approx W\Delta N^2\left[\frac{5}{24x}-\frac1{80}\right]. \tag{7}$$

In this limit $\Delta E\approx-5W\Delta N/(3x)$. The mismatch term is then $+5W\Delta N^2/(12x)$ and the widening term $-5W\Delta N^2/(24x)$, half as large. Widening therefore repays only half the cost of the mismatch, and the heat is negative where the filling term outweighs the other half. At half filling, $x=25$ and $\Delta H\approx-W\Delta N^2/240$. Towards an empty or full band $x$ is small, the charges respond weakly to $\Delta E$, and a large level difference is needed to keep the atoms neutral. The cost then dominates.

### Where the heat is negative

Divide (6) by $Wx/20$. The condition $\Delta H<0$ becomes

$$\sqrt{1-\frac{25\Delta N^2}{3x^2}}>1-\frac{\Delta N^2}{4x}.$$

The right side is not negative, because by (2) $x-\Delta N^2/4$ is the mean of $N_i(10-N_i)$. Both sides may be squared:

$$1-\frac{25\Delta N^2}{3x^2}>1-\frac{\Delta N^2}{2x}+\frac{\Delta N^4}{16x^2}.$$

Subtract 1 and multiply by $x^2/\Delta N^2$ to get $-25/3>-x/2+\Delta N^2/16$, or

$$x>\frac{50}3+\frac{\Delta N^2}8 .$$

Since $x=25-(\bar N-5)^2$, this is

$$\boxed{\;|\bar N-5|<\sqrt{\frac{25}3-\frac{\Delta N^2}8}\;} \tag{8}$$

A neutral solution exists throughout this window. At its edge the square root in (6) equals a non-negative number, and its argument grows with $x$.

For small $\Delta N$ the window is $2.11<\bar N<7.89$, whatever the value of $W$. It narrows to $2.20<\bar N<7.80$ for $\Delta N=2$ and to $2.31<\bar N<7.69$ for $\Delta N=3$. The edges of (8) satisfy the consistency condition $|\Delta N|\le x/5$ only for $|\Delta N|\le3.67$. Formally (8) gives $3.04<\bar N<6.96$ for $\Delta N=6$ and closes at $\Delta N^2=200/3$, but these values lie where the common rectangle requires a negative local density of states, and the closing is an artefact of it. The five-orbital L1$_0$ alloy at half filling still has a heat of about $-2.7$ eV/atom at $\Delta N=8$ and at $\Delta N=9$.

### The two pairs

For $(4,7)$: $\bar N=5.5$, $x=5.5\times4.5=24.75$ and $\Delta N=3$. The threshold is $50/3+9/8=17.79$, so the heat is negative. Here $s=15/74.25=0.202$ and $\sqrt{1-3s^2}=0.937$, which gives $W_{AB}=10.67$ eV and $\Delta E=-2.16$ eV. The terms of (4), in order, are

$$\Delta H=-0.835-1.125+1.617=-0.343\ \text{eV/atom},$$

or $-33$ kJ per mole of atoms.

For $(7,9)$: $\bar N=8$, $x=16$ and $\Delta N=2$. The threshold is $50/3+4/8=17.17$, so the heat is positive. With $s=10/48=0.208$, $W_{AB}=10.72$ eV and $\Delta E=-2.23$ eV, and

$$\Delta H=-0.578-0.500+1.117=+0.039\ \text{eV/atom},$$

or $+3.8$ kJ per mole of atoms.

## Comparison of the estimate and the solution

The estimate has the right scale, $W\Delta N^2$, and a sign change independent of $W$ at small $\Delta N$. Its level differences, $-W\Delta N/10=-3$ and $-2$ eV, compare with $-2.16$ and $-2.23$ eV. What it lacked was the coefficient $c$. With $c=3/2$ its sign change moves from $x=25$ to $x=50/3$, the small-$\Delta N$ limit of (8).

This agreement has a reason. The estimated rule $\Delta E=-W\Delta N/10$ coincides with the neutral one, $-5W\Delta N/(3x)$, at $x=50/3$, which is also where (7) vanishes. At other fillings the rule gives a lower heat, by the maximum property. Inserted in (4) with the full width law, it gives $-0.446$ instead of $-0.343$ eV/atom for $(4,7)$, and $+0.034$ instead of $+0.039$ eV/atom for $(7,9)$.

A general fixed slope, $\Delta E=-\eta\,\Delta N$ with $\eta>0$, shows how much the choice matters. To second order in $\Delta N$, (4) becomes

$$\frac{\Delta H}{\Delta N^2}\approx\frac\eta4-\frac W{80}-\frac{3\eta^2x}{40W}.$$

With $r=W/\eta$, this is negative for $x>\tfrac{10}3r-\tfrac16r^2$. Substituting $x=25-(\bar N-5)^2$ and completing the square gives

$$(\bar N-5)^2<\frac{25}3+\frac{(r-10)^2}6 .$$

The window is narrowest at $r=10$, where it equals the neutral one. For $r\ge20$ the right side is at least 25, and the heat is negative at every partial filling. Such a result comes from the imposed slope, not from neutral atoms.

The small-$\Delta N$ formula (7) gives $-0.367$ eV/atom for $(4,7)$, 7 % larger in magnitude than (6). For $(7,9)$ it gives $+0.021$ eV/atom, about half the full value. Near the sign change the terms almost cancel, so a small absolute error is a large relative one.

## What the rectangle leaves out

A more realistic band shape can be used while keeping equal hopping, neutrality and the same variance. For the L1$_0$ alloy with five d orbitals and $\Delta N=2$, the heats in eV/atom are:

| $\bar N$ | rectangle | L1$_0$ d bands |
|---|---|---|
| 2 | +0.039 | +0.19 |
| 3 | −0.095 | −0.14 |
| 5 | −0.162 | −0.24 |
| 7 | −0.095 | +0.01 |
| 8 | +0.039 | +0.18 |

Both models bind near half filling and not near the ends. The rectangle is symmetric about $\bar N=5$, but the L1$_0$ model is not: at $\bar N=7$ its heat is close to zero. For the pairs $(4,7)$ and $(7,9)$ it gives $-0.465$ and $+0.184$ eV/atom, and refining the k mesh from 12 to 18 divisions moves these by 0.002 eV/atom. The table entries use 12 divisions and can shift by up to about 0.01 eV/atom on a finer mesh. The comparison includes the effects of band shape and atomic order together and does not separate them.

The values $W=10$ eV and $N=7$ are rough figures in the regime of osmium; the partners with 4 and 9 electrons are model elements. Real pairs break the assumption of equal widths. Let the AB hopping be the geometric mean of the AA and BB hoppings $h_A$ and $h_B$. In a random alloy the mean square hopping is then $\tfrac14h_A^2+\tfrac12h_Ah_B+\tfrac14h_B^2=\left[\tfrac12(h_A+h_B)\right]^2$, so $W$ in (3) is replaced by the mean of the pure widths. Hold that mean at 10 eV. The change in the energy of the pure metals then shifts $\Delta H$ by $(W_B-W_A)\left[N_B(10-N_B)-N_A(10-N_A)\right]/80$. For $W_B-W_A=-1$ eV this is $+0.04$ eV/atom for $(4,7)$ and $+0.15$ eV/atom for $(7,9)$.

The alloy energy changes too, which a common rectangle does not show. The mean square hopping from an A atom is proportional to $h_A(h_A+h_B)/2$, so the local bands on A and B differ in width by about $\tfrac12(W_B-W_A)$. Above half filling the narrower band holds more electrons when the levels are aligned. For rectangular local bands this adds about $-(\bar N-5)(W_B-W_A)/(2W)$ to $N_B-N_A$. By the Hellmann–Feynman relation the energy changes by $\Delta E/4$ times this charge, which is roughly $-0.01$ eV/atom for $(4,7)$ and $-0.08$ eV/atom for $(7,9)$. The amount depends on the band shape: in a random alloy with five d orbitals per atom it is about $-0.03$ and $-0.11$ eV/atom, while the pure-metal shifts for the same orbitals are about $+0.06$ and $+0.15$ eV/atom. Much of the shift for $(7,9)$ is thus cancelled. What remains is a few hundredths of an eV per atom for each pair, which is comparable with the whole heat of $(7,9)$. Spin-orbit coupling $\xi\,\mathbf L\cdot\mathbf S$, taken equal on both atoms, splits a d shell into six states at $\xi$ and four at $-\tfrac32\xi$. Its mean is zero and its mean square is $\tfrac32\xi^2$, which adds to the variance of every band. If the bands stay rectangular, $W$ in (6) is replaced by $\sqrt{W^2+18\xi^2}$. For a rough $\xi=0.4$ eV this raises $W$, and with it the size of each heat, by 1.4 %, which is at most 0.005 eV/atom. In a real d band the coupling also changes the band shape, and this can move the heat by more and in either direction. In the L1$_0$ model the change is 0.01 to 0.02 eV/atom for these two pairs and does not exceed about 0.02 eV/atom at the other fillings in the table.

The binding of the $(4,7)$ pair thus survives each of these corrections taken singly, while the size of the heat for $(7,9)$ is not reliable. Nor does a small positive heat by itself rule out mixing: at 1500 K the ideal entropy of random mixing contributes $-kT\ln2=-0.09$ eV/atom to the free energy. Lattice relaxation, sp electrons and differences of crystal structure (osmium is hexagonal) have not been sized here. The numerical output below gives more digits for the rectangular model and for the L1$_0$ heats without spin-orbit coupling.

## Computed values

```
pure width W = 10.0 eV (rough, Os regime)
fixed-slope rule: -dE/dN = 1.00 eV per electron
small-dN window: 2.113 < Nbar < 7.887
dN=1: dH<0 for 2.135 < Nbar < 7.865
dN=2: dH<0 for 2.201 < Nbar < 7.799
dN=3: dH<0 for 2.315 < Nbar < 7.685
dN=6: dH<0 for 3.042 < Nbar < 6.958
random alloy W_AB^2: 156.19, law 156.00 eV^2
charge N_B-N_A: vectors 4.4715, slope 4.4740
fcc d band, edge to edge: 11.60 eV
dH in eV/atom for dN=2: rectangle | L1_0 d bands
 Nbar=2: +0.0390 | +0.186
 Nbar=3: -0.0954 | -0.143
 Nbar=4: -0.1476 | -0.245
 Nbar=5: -0.1621 | -0.236
 Nbar=6: -0.1476 | -0.166
 Nbar=7: -0.0954 | +0.006
 Nbar=8: +0.0390 | +0.183
early partner: N_A=4, N_B=7, Nbar=5.5, x=24.75
 threshold x = 17.792
 dE = -2.157 eV, W_AB = 10.675 eV
 widening term = -0.8351 eV/atom
 filling term = -1.1250 eV/atom
 mismatch term = +1.6174 eV/atom
 dH = -0.3427 eV/atom = -33.1 kJ/mol
 small-dN formula: -0.3674 eV/atom
 fixed-slope rule: -0.4459 eV/atom
 L1_0 d bands: dH = -0.465 eV/atom, dE = -1.89 eV
 k-mesh shift 12 to 18: +0.0020 eV/atom
 shift, W_B-W_A=-1 eV: +0.0375 eV/atom
 shift, spin-orbit 0.4 eV: -0.0049 eV/atom
late partner: N_A=7, N_B=9, Nbar=8.0, x=16.00
 threshold x = 17.167
 dE = -2.234 eV, W_AB = 10.722 eV
 widening term = -0.5779 eV/atom
 filling term = -0.5000 eV/atom
 mismatch term = +1.1169 eV/atom
 dH = +0.0390 eV/atom = +3.8 kJ/mol
 small-dN formula: +0.0208 eV/atom
 fixed-slope rule: +0.0336 eV/atom
 L1_0 d bands: dH = +0.184 eV/atom, dE = -2.28 eV
 k-mesh shift 12 to 18: +0.0017 eV/atom
 shift, W_B-W_A=-1 eV: +0.1500 eV/atom
 shift, spin-orbit 0.4 eV: +0.0006 eV/atom
random-mixing kT ln2 at 1500 K: 0.0896 eV/atom
```
